Threshold Reduction from Yau's Trapezoidal Charge Sharing: A Worked Exercise

**The problem**

An n-channel bulk transistor has a uniformly doped p-type body with acceptor density N_A. Its source and drain junctions have depth r_j, and below the surface their edges facing the channel are quarter circles of radius r_j. The channel length L is the distance between the two junctions at the surface. Here "gate length" means this L, so any overlap of the gate with source and drain is not counted.

In a long transistor at threshold the depletion layer under the gate has width W, and the surface potential exceeds that of the neutral body by ψ. The data are round model parameters:

r_j = 100 nm, W = 100 nm, L = 500 nm

ψ = 0.80 V, oxide thickness t_ox = 5 nm

relative permittivity 12 for the semiconductor, 4 for the oxide

Source and body are at the same potential and the drain bias is small, so source and drain are treated alike.

(a) Find the doping implied by W and ψ, and the voltage across the oxide due to the depletion charge.

(b) Find the shape of the region whose charge is assigned to the gate.

(c) Find the change of threshold voltage, relative to a long transistor, that this sharing of charge predicts.

(d) Find the shortest channel for which the threshold reduction is no more than 50 mV.

(e) Find how the reduction depends on r_j, and on W at fixed ψ.

**Hints**

1. W, ψ and N_A are not independent. Integrate Poisson's equation through the depletion layer.

2. At threshold the inversion charge is neglected in the charge balance. The field in the oxide then ends on depletion charge, apart from the part already contained in the flat-band voltage.

3. Suppose that the depletion layer around each junction also has width W. Its outer edge is then an arc with the same centre as the junction edge. Ask where this arc meets the bottom of the layer under the gate.

4. Join that meeting point to the surface edge of the junction by a straight line. Do the same at the drain. The charge between the two lines belongs to the gate, the rest to source and drain.

5. Keep the flat-band voltage and ψ at their long-channel values. Only one term of the threshold voltage then changes.

6. For the trends, remove the difference of two similar terms from the expression for the corner position by multiplying by the conjugate sum.

**Full solution**

**(a) Doping and oxide voltage**

Let y be the depth below the surface and φ(y) the potential relative to the neutral body. In full depletion the charge density is −qN_A for 0 < y < W, with q the positive elementary charge. Poisson's equation is

d²φ/dy² = qN_A/ε_s

where ε_s is the permittivity of the semiconductor. At y = W both φ and its derivative vanish, because the neutral body begins there. Integrating once, and then again,

dφ/dy = −(qN_A/ε_s)(W − y)

φ(y) = (qN_A/2ε_s)(W − y)²

At the surface φ(0) = ψ, so

ψ = qN_A W²/(2ε_s), or N_A = 2ε_s ψ/(qW²)

With the given data N_A = 1.06 × 10¹⁷ cm⁻³. Choosing the doping separately would in general contradict the specified W and ψ.

The depletion charge per gate area has magnitude qN_A W. By Gauss's law it requires a voltage V_B across the oxide,

V_B = qN_A W/C_ox, with C_ox = ε_ox/t_ox

Inserting qN_A = 2ε_s ψ/W² gives a form without the doping:

V_B = (2ε_s ψ/W²) W (t_ox/ε_ox) = 2ψ (ε_s/ε_ox)(t_ox/W)

Numerically,

V_B = 2 × 0.80 V × (12/4) × (5/100) = 0.240 V

The same value follows from the charge 0.1700 μC/cm² divided by the capacitance 0.7083 μF/cm².

The threshold voltage of the long transistor is

V_T(long) = V_FB + ψ + V_B

where V_FB is the flat-band voltage. The last term is positive because a more positive gate is needed to balance the negative acceptor charge.

**(b) The trapezoid**

Put the origin at the surface edge of the source junction, with x pointing towards the drain and y downwards. The centre of the junction arc is at (−r_j, 0). If the junction's depletion layer has width W, its outer edge lies at distance r_j + W from this centre. The depletion layer under the gate ends at y = W. The two boundaries meet at a corner (Δ, W), for which Pythagoras' theorem gives

(r_j + Δ)² + W² = (r_j + W)²

Expand the right side and subtract W²:

(r_j + Δ)² = r_j² + 2r_j W

The corner lies on the channel side of the arc's centre, so r_j + Δ is positive and the positive root applies:

Δ = √(r_j² + 2r_j W) − r_j = r_j [√(1 + 2W/r_j) − 1]

For r_j = W = 100 nm,

Δ = 100 nm × (√3 − 1) = 73.2 nm

A numerical search for the point at depth W whose least distance from the junction arc is W gives the same position.

The drain side is the mirror image. The gate region therefore has length L at the surface and L − 2Δ at the bottom. Here the bottom length is

500 − 2 × 73.205 = 353.6 nm

The region is a trapezoid as long as L ≥ 2Δ = 146.4 nm, which holds for this transistor.

The straight sides are a postulate. Near the surface the junction's layer reaches to x = W, so it overlaps the region that the gate also depletes. The model settles the ownership of the shared charge by drawing a line; it does not solve Poisson's equation in two dimensions.

**(c) The threshold shift**

The area of the trapezoid is its height times the mean of its parallel sides:

A = W [L + (L − 2Δ)]/2 = W(L − Δ)

With uniform doping, charge is proportional to area. The fraction of the full rectangle's charge that the gate must balance is

F = A/(LW) = 1 − Δ/L

The missing part consists of two triangles, each of area WΔ/2, assigned to source and drain.

The model now makes a second postulate: it averages the gate charge over the channel length and takes F V_B as the oxide voltage at threshold. With V_FB and ψ unchanged,

V_T(L) = V_FB + ψ + F V_B

Subtracting the long-channel expression,

ΔV_T = V_T(L) − V_T(long) = −V_B (1 − F) = −V_B Δ/L

Written out in full, this is Yau's result for L ≥ 2Δ:

ΔV_T = −(qN_A W/C_ox)(r_j/L)[√(1 + 2W/r_j) − 1]

In the model the sign is negative because source and drain balance part of the acceptor charge, which leaves less for the gate. The threshold reduction is |ΔV_T|. For the given transistor,

F = 1 − 73.205/500 = 0.854

ΔV_T = −240 mV × 73.205/500 = −35.1 mV = −0.0351 V

About 15% of the depletion charge is taken from the gate. The reduction is 15% of V_B, not of the whole threshold voltage, whose value would also require V_FB.

For L ≥ 2Δ the model's shift varies as 1/L at fixed r_j, W and V_B. It is −17.6 mV at 1000 nm, −35.1 mV at 500 nm and −70.3 mV at 250 nm. The length Δ sets the scale against which L is compared. It is a geometrical inset, not a decay length of the potential, since the model never calculates how the potential varies along the channel.

This is also the model's main weakness. The gate loses charge near the two ends of the channel, but the current near threshold is controlled by the potential barrier between source and drain. In two-dimensional electrostatics the influence of the junctions on the surface potential falls off roughly exponentially with distance. In the middle of a long enough channel the barrier is then almost unchanged, although the averaged gate charge is smaller. The 1/L law can therefore greatly overstate the threshold reduction. For these data the decay length is roughly (W + (ε_s/ε_ox)t_ox)/π ≈ 37 nm, and in the middle of the 500 nm channel, 250 nm from each junction, the influence has fallen by a factor of about exp(−250/37) ≈ 10⁻³. A threshold defined by the height of the barrier then shifts by only about 1 mV or less, so −35.1 mV is the prediction of the charge-sharing model and not a reliable value for a real device.

**(d) The shortest permitted channel**

Let the permitted reduction be δ = 50 mV. The condition is

V_B Δ/L ≤ δ

Multiplying by the positive quantity L/δ gives

L ≥ V_B Δ/δ = 240 × 73.205/50 nm = 351.4 nm

This exceeds 2Δ = 146.4 nm, so using the trapezoid formula was consistent. No channel shorter than 2Δ qualifies either: there the gate keeps less than half of the charge, as Variation 1 shows, and the reduction exceeds V_B/2 = 120 mV. This is the limit within the charge-sharing model at low drain bias, not a design limit for a real transistor. It also says nothing about leakage or the effect of a larger drain voltage.

**(e) Dependence on junction depth and depletion width**

Multiply and divide Δ by the conjugate sum:

Δ = [(r_j² + 2r_j W) − r_j²]/[√(r_j² + 2r_j W) + r_j]

The numerator is 2r_j W. Dividing numerator and denominator by r_j,

Δ = 2W/[1 + √(1 + 2W/r_j)]

If r_j increases at fixed W, the square root decreases towards 1. Hence Δ increases, but it stays below W. There are two simple limits. For junctions much deeper than the depletion width, r_j ≫ W, the denominator tends to 2 and

Δ ≈ W

For very shallow junctions, r_j ≪ W, the term 2W/r_j dominates the denominator, and to leading order

Δ ≈ 2W/√(2W/r_j) = √(2r_j W)

In the model the inset, and with it the shift, vanishes as r_j goes to zero, but only as a square root. This limit belongs to the geometry: in a real short transistor even a very shallow junction still lowers the barrier somewhat. At L = 500 nm and W = 100 nm the reductions are:

r_j = 50 nm: 29.7 mV

r_j = 100 nm: 35.1 mV

r_j = 200 nm: 39.8 mV

A fourfold increase in depth raises the reduction by about a third. Since Δ < W, the reduction at this length cannot exceed

V_B W/L = 240 mV × 100/500 = 48 mV

for any junction depth in the model. This is an upper bound, approached for deep junctions, not an estimate for the present one.

Now vary W at fixed ψ, which means that the doping changes as 1/W². Insert V_B from part (a) and the new form of Δ:

|ΔV_T| = 2ψ (ε_s/ε_ox)(t_ox/W)(1/L) × 2W/[1 + √(1 + 2W/r_j)]

The explicit factors of W cancel:

|ΔV_T| = 4ψ (ε_s/ε_ox)(t_ox/L)/[1 + √(1 + 2W/r_j)]

A smaller W makes the denominator smaller and the reduction larger. For W = 50 nm the doping rises to 4.24 × 10¹⁷ cm⁻³, V_B doubles to 480 mV, and Δ falls to 41.4 nm. Then

|ΔV_T| = 480 mV × 41.421/500 = 39.8 mV

compared with 35.1 mV for W = 100 nm. The lost fraction Δ/L falls from 0.146 to 0.083, but the total charge per area doubles, and the second effect is the stronger. The result equals that for r_j = 200 nm and W = 100 nm because, at fixed ψ, t_ox, L and permittivities, the last formula depends on W and r_j through their ratio alone.

This trend belongs to the model with ψ held fixed. It should not be read as a design rule against narrow depletion layers: the model assumes that the surface potential keeps its long-channel value, and so leaves out any direct influence of source and drain on it. In a real transistor a narrower depletion layer shields the channel better from source and drain, and the trend can be the reverse. The value of ψ at threshold also rises slowly with doping, which is ignored here.

**Variation 1: a channel too short for a trapezoid**

Take L = 125 nm and leave the other data unchanged. Since L < 2Δ, the bottom length L − 2Δ would be negative. The sides must be followed only to the point where they meet. At depth y they are at

x = Δy/W on the source side

x = L − Δy/W on the drain side

Equating the two gives the depth of the meeting point,

y* = WL/(2Δ) = 100 × 125/146.41 nm = 85.4 nm

The gate region is a triangle with base L and height y*. Its area and charge fraction are

A = L y*/2 = WL²/(4Δ)

F = A/(LW) = L/(4Δ) = 125/292.82 = 0.427

The relation ΔV_T = −V_B(1 − F) still holds, because it did not depend on the shape:

ΔV_T = −240 mV × (1 − 0.42688) = −137.5 mV = −0.1375 V

Using the trapezoid formula outside its range would give F = 0.414 and −140.6 mV. The difference between the fractions can be found in closed form:

L/(4Δ) − (1 − Δ/L) = (L² − 4ΔL + 4Δ²)/(4ΔL) = (L − 2Δ)²/(4ΔL)

It is never negative, so the misused formula overstates the reduction. Here the excess is 3.0 mV, or 2.2% of the triangular result. The square shows why the error is small just below L = 2Δ: the two expressions join there with the same value, 1/2, and the same slope. For much shorter channels they part completely. The triangular F tends to zero with L, so the reduction approaches V_B, whereas the trapezoid formula gives a negative charge fraction once L < Δ.

The correct area does not make the physics reliable. At the surface each junction layer reaches a distance W into the channel, so the two layers already overlap when L < 2W = 200 nm. At 125 nm the assumption that ψ and W keep their long-channel values is therefore doubtful, in addition to the weakness described in part (c), and the number above is the consequence of the geometry, not a dependable prediction.

**Variation 2: a different width for the junction layer**

Return to L = 500 nm and question the assumption that the layer around the curved junction has the same width as the planar layer under the gate. Treat the junction edge as part of a cylinder of radius r_j, let its layer end at radius R, and let the potential drop across it also be ψ. With r the distance from the cylinder's axis, Poisson's equation is

(1/r) d(r dφ/dr)/dr = qN_A/ε_s

Multiply by r and integrate, with dφ/dr = 0 at r = R:

dφ/dr = −(qN_A/2ε_s)(R² − r²)/r

Integrate from r_j to R, with φ(R) = 0 and φ(r_j) = ψ:

ψ = (qN_A/2ε_s)[R² ln(R/r_j) − (R² − r_j²)/2]

The planar relation ψ = qN_A W²/(2ε_s) removes the doping:

R² ln(R/r_j) − (R² − r_j²)/2 = W²

For r_j = W = 100 nm the numerical root gives a layer width w = R − r_j = 89.5 nm. It is smaller than W for a reason visible in the field. At distance R − r from the outer edge the cylindrical field is

(qN_A/ε_s)(R − r)(R + r)/(2r)

The factor (R + r)/(2r) exceeds 1 for r < R, so the field is stronger than at the same distance from the edge of a planar layer. A narrower layer then supports the same potential drop.

The corner still lies at depth W, but now at distance r_j + w from the centre of the arc. Writing Δ' for the new inset,

(r_j + Δ')² + W² = (r_j + w)²

Δ' = √[(r_j + w)² − W²] − r_j = √(189.503² − 100²) − 100 = 61.0 nm

The trapezoid area is found as before, with Δ' in place of Δ:

ΔV_T = −240 mV × 60.970/500 = −29.3 mV = −0.0293 V

The reduction is 16.7% smaller than the equal-width result. This is a measure of sensitivity, not an improved prediction: the real junction drop need not equal ψ, and the cylindrical solution ignores the gate. It does show that the first decimal of the original 35.1 mV records the arithmetic of the model and not its accuracy. A sensible statement of the answer is a reduction of roughly 35 mV within Yau's equal-width geometry, falling by about 6 mV if the junction layer is given its cylindrical width at the same potential drop ψ. A junction drop larger than ψ would widen that layer again. Setting R = r_j + W in the cylindrical relation shows that a drop of about 1.02 V restores w = W and cancels the change; a still larger drop gives a reduction above the equal-width value.

The same construction shows what a larger drain bias does to the geometry. The drain layer widens, and the two insets Δ_S and Δ_D differ. The bottom length becomes L − Δ_S − Δ_D, and averaging it with L gives

F = 1 − (Δ_S + Δ_D)/(2L)

as long as Δ_S + Δ_D ≤ L and the layer under the gate is still taken to have uniform width W. A larger Δ_D lowers F and so increases the threshold reduction. The symmetric formula of part (c) is recovered when the two insets are equal.

The numerical output below lists the main values used here, including a numerical count of the charge in the gate's trapezoid for L = 500 nm.

Values computed for the example and the checks

```
junction depth r_j = 100 nm
depletion width W = 100 nm
channel length L = 500 nm
band bending psi = 0.80 V
oxide thickness = 5 nm
relative permittivity, semiconductor = 12
relative permittivity, oxide = 4
acceptor density N_A = 1.0611e+17 cm^-3
oxide capacitance C_ox = 0.7083 uF/cm^2
full depletion charge = 0.1700 uC/cm^2
long-channel oxide drop V_B = 240.00 mV
corner inset, formula = 73.2051 nm
corner inset, distance search = 73.2051 nm
trapezoid bottom length = 353.590 nm
gate-controlled fraction F = 0.85359
fraction from depth average = 0.85359
threshold shift = -35.138 mV = -0.035138 V
shift from charge count = -35.138 mV
upper bound on reduction at this L = 48.00 mV
trapezoid-triangle boundary 2*inset = 146.410 nm
L = 1000 nm: F = 0.92679, shift = -17.569 mV
L = 500 nm: F = 0.85359, shift = -35.138 mV
L = 250 nm: F = 0.70718, shift = -70.277 mV
L = 125 nm: F = 0.42688, shift = -137.548 mV
L = 125 nm, misused trapezoid: F = 0.41436, shift = -140.554 mV
r_j = 50 nm: inset = 61.803 nm, shift = -29.666 mV
r_j = 100 nm: inset = 73.205 nm, shift = -35.138 mV
r_j = 200 nm: inset = 82.843 nm, shift = -39.765 mV
W = 50 nm, same psi: N_A = 4.2442e+17 cm^-3
W = 50 nm: V_B = 480.00 mV, inset = 41.421 nm
W = 50 nm: lost fraction = 0.08284, shift = -39.765 mV
W = 100 nm: lost fraction = 0.14641
permitted reduction = 50 mV
shortest L for permitted reduction = 351.38 nm
cylindrical junction depletion width = 89.503 nm
inset with cylindrical width = 60.970 nm
shift with cylindrical width = -29.265 mV
relative change of reduction = -16.71 %
```
